# Curvature gaps in zigzag nanotubes and their absence in armchair tubes: a numerical check

```python
"""
Curvature gap of nominally metallic zigzag tubes (n,0), n = 3q.
Result under test: Eg = 2|t1-t2|, which for a rolled, unrelaxed sheet tends to
    Eg = 2 t |kappa| (d/D)^2,  kappa = -3/2 + (9/16)(1 + rho + beta/6),
while armchair tubes (n,n) stay gapless in the same model.
Symbols: d bond length, D = 2R diameter, a = sqrt(3) d lattice constant,
t = -V_pp_pi, rho = V_pp_sigma/t, hoppings scale as length^(-beta),
t1 axial and t2 inclined hopping magnitude of the zigzag tube,
c = circumferential fraction of a bond (arc length divided by d).
Energies in eV, lengths in nm. Parameters are rough typical carbon values.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

d = 0.142
a = np.sqrt(3) * d
V_PI, V_SIGMA, V_SS, V_SP = -2.7, 6.4, -4.3, 5.0
E_S = -7.3            # s level relative to the p level
BETA = 2.0
POISSON = 0.2
t = -V_PI
rho = V_SIGMA / t


def make_tube(kind, n, strain=0.0):
    """Atoms on a cylinder: positions, outward normals, axial period."""
    flat = np.array([[0, 0], [0, d], [a / 2, 1.5 * d], [a / 2, 2.5 * d]])
    if kind == "zigzag":
        width, period = a, 3 * d
    else:
        flat = flat[:, ::-1]
        width, period = 3 * d, a
    radius = n * width / (2 * np.pi)
    arc = np.concatenate([flat[:, 0] + j * width for j in range(n)])
    z = np.tile(flat[:, 1], n) * (1 + strain)
    phi = arc / radius
    normal = np.stack([np.cos(phi), np.sin(phi), 0 * phi], axis=1)
    position = normal * radius * (1 - POISSON * strain)
    position[:, 2] = z
    return position, normal, period * (1 + strain)


def full_hamiltonian(tube, k=0.0, skew=0.0):
    """s,px,py,pz nearest-neighbour matrix; skew makes the two inclined
    bonds of an armchair tube unequal by factors 1+skew and 1-skew."""
    position, _, period = tube
    count = len(position)
    H = np.zeros((count, 4, count, 4), dtype=complex)
    for i in range(count):
        H[i, 0, i, 0] = E_S
    for image in (-1, 0, 1):
        shift = np.array([0, 0, image * period])
        diff = position[None, :, :] + shift - position[:, None, :]
        dist = np.linalg.norm(diff, axis=2)
        phase = np.exp(1j * k * image * period)
        for i, j in zip(*np.where((dist > 0.1 * d) & (dist < 1.3 * d))):
            u = diff[i, j] / dist[i, j]
            block = np.zeros((4, 4))
            block[0, 0] = V_SS
            block[0, 1:] = V_SP * u
            block[1:, 0] = -V_SP * u
            block[1:, 1:] = V_PI * np.eye(3) + (V_SIGMA - V_PI) * np.outer(u, u)
            side = np.sign(np.round(u[2], 6)) * (1 if i % 2 == 0 else -1)
            scale = (d / dist[i, j]) ** BETA * (1 + skew * side)
            H[i, :, j, :] += block * scale * phase
    H = H.reshape(4 * count, 4 * count)
    return H.real if k == 0 else H


def radial_basis(tube):
    normal = tube[1]
    count = len(normal)
    P = np.zeros((4 * count, count))
    for i in range(count):
        P[4 * i + 1:4 * i + 4, i] = normal[i]
    return P


def radial_hamiltonian(tube, k=0.0, skew=0.0):
    P = radial_basis(tube)
    return P.T @ full_hamiltonian(tube, k, skew) @ P


def middle_gap(H):
    levels = np.linalg.eigvalsh(H)
    half = len(levels) // 2
    return levels[half] - levels[half - 1]


def bond_hopping(c, R, v_sigma=V_SIGMA):
    """Hopping magnitude of one bond from its 3D vectors."""
    theta = c * d / R
    n1 = np.array([1.0, 0.0, 0.0])
    n2 = np.array([np.cos(theta), np.sin(theta), 0.0])
    bond = R * (n2 - n1) + np.array([0, 0, np.sqrt(1 - c * c) * d])
    length = np.linalg.norm(bond)
    u = bond / length
    value = V_PI * (n1 @ n2) + (v_sigma - V_PI) * (n1 @ u) * (n2 @ u)
    return -value * (d / length) ** BETA


# Curvature expansion of a single bond, for all bond directions in use
R_big = 10.0
for c in (0.5, np.sqrt(3) / 2, 1.0):
    measured = (bond_hopping(c, R_big) / t - 1) * (2 * R_big / d) ** 2
    expected = -2 * c**2 + (1 + rho + BETA / 6) * c**4
    assert abs(measured - expected) < 1e-3
rho_zero = (10 - BETA) / 6
residue = bond_hopping(np.sqrt(3) / 2, R_big, rho_zero * t) / t - 1
assert abs(residue * (2 * R_big / d) ** 2) < 1e-3
kappa = -1.5 + 9 / 16 * (1 + rho + BETA / 6)

# Example tube (12,0): whole zone-centre spectrum against the subband formula
n0 = 12
tube = make_tube("zigzag", n0)
R0 = n0 * a / (2 * np.pi)
t1, t2 = bond_hopping(0.0, R0), bond_hopping(np.sqrt(3) / 2, R0)
H_radial = radial_hamiltonian(tube)
subband = np.abs(t1 + 2 * t2 * np.cos(np.pi * np.arange(2 * n0) / n0))
assert np.allclose(np.linalg.eigvalsh(H_radial),
                   np.sort(np.concatenate([subband, -subband])), atol=1e-9)
gap_radial = middle_gap(H_radial)
assert abs(gap_radial - 2 * abs(t1 - t2)) < 1e-9
next_gap = 2 * np.min(subband[subband > gap_radial])

# Equal hoppings on the same bonds: no gap
H_equal = -t * (np.abs(H_radial) > 1.0)
assert middle_gap(H_equal) < 1e-9

# Dispersion near the edge and the evanescent state at midgap
for k in (0.1, 0.3, 0.6):
    law = 2 * np.sqrt((t1 - t2)**2 + 4 * t1 * t2 * np.sin(0.75 * k * d)**2)
    assert abs(middle_gap(radial_hamiltonian(tube, k)) - law) < 1e-9
decay = 2 / (3 * d) * abs(np.log(t2 / t1))
H_evanescent = radial_hamiltonian(tube, 1j * decay)
assert np.linalg.svd(H_evanescent, compute_uv=False)[-1] < 1e-9

# Diameter scaling in the radial and in the four-orbital model
sizes = (9, 12, 18, 24, 48)
table = {}
for n in sizes:
    tb = make_tube("zigzag", n)
    H = full_hamiltonian(tb)
    P = radial_basis(tb)
    D = n * a / np.pi
    table[n] = (D, middle_gap(P.T @ H @ P),
                2 * t * abs(kappa) * (d / D)**2, middle_gap(H))
    assert abs(table[n][1] / table[n][2] - 1) < 0.2 * (np.pi / n)**2
slope_radial = np.log(table[48][1] / table[24][1]) / np.log(2)
slope_full = np.log(table[48][3] / table[24][3]) / np.log(2)
assert abs(slope_radial + 2) < 0.01
assert abs(slope_full + 2) < 0.1     # higher orders in 1/D remain

# Four-orbital band edges of the example lie at the zone centre
H_full = full_hamiltonian(tube)
gap_full = middle_gap(H_full)
valence, conduction = [], []
for k in np.linspace(0, np.pi / tube[2], 9):
    levels = np.linalg.eigvalsh(full_hamiltonian(tube, k))
    valence.append(levels[len(levels) // 2 - 1])
    conduction.append(levels[len(levels) // 2])
assert abs(min(conduction) - max(valence) - gap_full) < 1e-9

# Switch on the radial-sigma mixing gradually: the gap closes, then reopens
P = radial_basis(tube)
radial_projector = P @ P.T
sigma_projector = np.eye(len(H_full)) - radial_projector
mixing = radial_projector @ H_full @ sigma_projector
mixing = mixing + mixing.T
closing = minimize_scalar(lambda s: middle_gap(H_full + (s - 1) * mixing),
                          bounds=(0.3, 1.0), method="bounded",
                          options={"xatol": 1e-7})
assert closing.fun < 1e-5 and closing.x < 0.99
assert abs(middle_gap(H_full - mixing) - gap_radial) < 1e-9

# Axial strain: opposite response reveals the opposite sign of t2-t1
strain = 0.002
stretched = make_tube("zigzag", n0, strain)
gap_radial_strained = middle_gap(radial_hamiltonian(stretched))
gap_full_strained = middle_gap(full_hamiltonian(stretched))
strain_slope = 1.5 * (1 + POISSON) * BETA * t
measured_slope = (gap_radial_strained - gap_radial) / strain
assert abs(measured_slope / strain_slope - 1) < 0.05   # curvature terms
assert gap_radial_strained > gap_radial
assert gap_full_strained < gap_full

# Armchair tube: crossing survives, and its position follows the formula
n_arm = 6
arm = make_tube("armchair", n_arm)
R_arm = 3 * d * n_arm / (2 * np.pi)
t_a, t_b = bond_hopping(1.0, R_arm), bond_hopping(0.5, R_arm)
k_flat = 2 * np.pi / (3 * a)
k_cross = (2 * np.pi - 2 * np.arccos(-t_a / (2 * t_b))) / a


def smallest_gap(builder, skew=0.0):
    return minimize_scalar(lambda k: middle_gap(builder(arm, k, skew)),
                           bounds=(0.8 * k_flat, 1.2 * k_flat),
                           method="bounded", options={"xatol": 1e-9})


arm_radial = smallest_gap(radial_hamiltonian)
arm_full = smallest_gap(full_hamiltonian)
assert arm_radial.fun < 1e-5 and arm_full.fun < 1e-5
assert abs(arm_radial.x - k_cross) < 1e-5
skew = 0.01
t_plus, t_minus = t_b * (1 + skew), t_b * (1 - skew)
gap_skew = 2 * abs(t_plus - t_minus) * np.sqrt(1 - t_a**2 / (4 * t_plus * t_minus))
assert abs(smallest_gap(radial_hamiltonian, skew).fun - gap_skew) < 1e-7

# Ballistic conductance at midgap relative to a gapless tube
T = 300.0
kT = constants.k * T / constants.e


def conductance_ratio(gap):
    return 2 / (1 + np.exp(gap / (2 * kT)))


window = quad(lambda E: 1 / (4 * kT * np.cosh(E / (2 * kT))**2),
              gap_radial / 2, 40 * kT)[0]
assert abs(2 * window - conductance_ratio(gap_radial)) < 1e-8

print(f"bond length d = {d:.3f} nm, lattice constant a = {a:.4f} nm")
print(f"V_pp_pi = {V_PI:.1f} eV, V_pp_sigma = {V_SIGMA:.1f} eV")
print(f"V_ss = {V_SS:.1f} eV, V_sp = {V_SP:.1f} eV, E_s-E_p = {E_S:.1f} eV")
print(f"rho = {rho:.4f}, beta = {BETA:.1f}, Poisson ratio = {POISSON:.1f}")
print(f"kappa = {kappa:.4f}; it vanishes at rho = {rho_zero:.4f}")
print(f"gap constant 2 t |kappa| d^2 = {2*t*abs(kappa)*d*d:.5f} eV nm^2")
print(f"example tube ({n0},0): D = {2*R0:.4f} nm")
print(f"bond angle theta = {np.pi/n0:.4f} rad")
print(f"t1 = {t1:.5f} eV, t2 = {t2:.5f} eV, t2-t1 = {t2-t1:.5f} eV")
print(f"radial-model gap = {gap_radial:.5f} eV = {1000*gap_radial:.2f} meV")
print(f"next subband gap = {next_gap:.3f} eV")
print("zigzag tubes: n, D (nm), radial gap, leading law, 4-orbital gap (meV)")
for n in sizes:
    D, g_rad, g_law, g_all = table[n]
    print(f"  {n:2d}  {D:.4f}  {1e3*g_rad:.3f}  {1e3*g_law:.3f}  {1e3*g_all:.3f}")
print(f"exponent of D, n=24 to 48, radial model: {slope_radial:.4f}")
print(f"exponent of D, n=24 to 48, four-orbital model: {slope_full:.4f}")
print(f"({n0},0) four-orbital / radial gap = {gap_full/gap_radial:.3f}")
print(f"mixing fraction at which the gap closes = {closing.x:.4f}")
print(f"gap left at that mixing = {closing.fun:.1e} eV")
print(f"axial strain = {100*strain:.1f} %")
print(f"strained radial gap = {1e3*gap_radial_strained:.2f} meV")
print(f"strained four-orbital gap = {1e3*gap_full_strained:.2f} meV")
print(f"strain slope, formula = {10*strain_slope:.1f} meV per %")
print(f"strain slope, diagonalization = {10*measured_slope:.1f} meV per %")
print(f"armchair ({n_arm},{n_arm}): D = {2*R_arm:.4f} nm")
print(f"t_a = {t_a:.5f} eV, t_b = {t_b:.5f} eV")
print(f"crossing, flat sheet: k = {k_flat:.4f} 1/nm")
print(f"crossing, curved, formula: k = {k_cross:.4f} 1/nm")
print(f"crossing, curved, diagonalization: k = {arm_radial.x:.4f} 1/nm")
print(f"crossing, four-orbital model: k = {arm_full.x:.4f} 1/nm")
print(f"armchair gap, radial model = {arm_radial.fun:.1e} eV")
print(f"armchair gap, four-orbital model = {arm_full.fun:.1e} eV")
print(f"inclined bonds changed by +-{100*skew:.0f} %: gap = {1e3*gap_skew:.2f} meV")
print(f"thermal energy at {T:.0f} K = {1e3*kT:.2f} meV")
print(f"radial gap / kT = {gap_radial/kT:.3f}")
print(f"midgap conductance ratio, radial gap = {conductance_ratio(gap_radial):.3f}")
print(f"midgap conductance ratio, 4-orbital gap = {conductance_ratio(gap_full):.3f}")
print(f"midgap amplitude decay length, radial model = {1/decay:.2f} nm")
print("OK")
```

Running it gives:

```
bond length d = 0.142 nm, lattice constant a = 0.2460 nm
V_pp_pi = -2.7 eV, V_pp_sigma = 6.4 eV
V_ss = -4.3 eV, V_sp = 5.0 eV, E_s-E_p = -7.3 eV
rho = 2.3704, beta = 2.0, Poisson ratio = 0.2
kappa = 0.5833; it vanishes at rho = 1.3333
gap constant 2 t |kappa| d^2 = 0.06352 eV nm^2
example tube (12,0): D = 0.9395 nm
bond angle theta = 0.2618 rad
t1 = 2.70000 eV, t2 = 2.73580 eV, t2-t1 = 0.03580 eV
radial-model gap = 0.07161 eV = 71.61 meV
next subband gap = 2.338 eV
zigzag tubes: n, D (nm), radial gap, leading law, 4-orbital gap (meV)
   9  0.7046  126.808  127.939  90.928
  12  0.9395  71.608  71.966  51.558
  18  1.4092  31.914  31.985  23.050
  24  1.8789  17.969  17.991  12.992
  48  3.7579  4.496  4.498  3.255
exponent of D, n=24 to 48, radial model: -1.9987
exponent of D, n=24 to 48, four-orbital model: -1.9971
(12,0) four-orbital / radial gap = 0.720
mixing fraction at which the gap closes = 0.7611
gap left at that mixing = 2.0e-09 eV
axial strain = 0.2 %
strained radial gap = 90.64 meV
strained four-orbital gap = 32.06 meV
strain slope, formula = 97.2 meV per %
strain slope, diagonalization = 95.2 meV per %
armchair (6,6): D = 0.8136 nm
t_a = 2.84029 eV, t_b = 2.67793 eV
crossing, flat sheet: k = 8.5155 1/nm
crossing, curved, formula: k = 8.2278 1/nm
crossing, curved, diagonalization: k = 8.2278 1/nm
crossing, four-orbital model: k = 8.3774 1/nm
armchair gap, radial model = 3.5e-08 eV
armchair gap, four-orbital model = 9.1e-08 eV
inclined bonds changed by +-1 %: gap = 90.81 meV
thermal energy at 300 K = 25.85 meV
radial gap / kT = 2.770
midgap conductance ratio, radial gap = 0.400
midgap conductance ratio, 4-orbital gap = 0.539
midgap amplitude decay length, radial model = 16.17 nm
OK
```
